# Spin-flip and dd amplitudes in L₃ RIXS of a Cu²⁺ ion, part 2

A Cu²⁺ ion at a D₄ₕ site, z along the fourfold axis, has one 3d hole, in \(x^2-y^2\). In L-edge RIXS (\(\hbar=1\)) the hole goes \(d_\alpha\to 2p\to d_\beta\). The incident and emitted polarizations are \(\boldsymbol\varepsilon\) and \(\boldsymbol\varepsilon'\); \(\mathbf u=\boldsymbol\varepsilon'^*\), \(\mathbf C=\mathbf u\times\boldsymbol\varepsilon\). Within the ground doublet each core level contributes

\[ S(\mathbf u,\boldsymbol\varepsilon)+i\left[K_\parallel C_z\sigma_z+K_\perp(C_x\sigma_x+C_y\sigma_y)\right], \tag{2} \]

with \(S\) symmetric bilinear. For pure \(x^2-y^2\), \(K_\perp=0\): symmetry forbids a z-polarized dipole transition to 2p.

Hole states are \(|b)=c_{\Theta b}|F\rangle\), with \(|F\rangle\) the filled shells and \(\Theta\) time reversal. For Hermitian one-electron \(O\) with \(\Theta O\Theta^{-1}=\tau O\),

\[ (a|O|b)-\delta_{ab}\mathrm{Tr}\,O=-\langle\Theta b|O|\Theta a\rangle=-\tau\langle Oa|b\rangle=-\tau\langle a|O|b\rangle . \tag{4} \]

The orbitals are

\[ d_\alpha=\sqrt{\tfrac{15}{8\pi}}\;\hat{\mathbf r}\cdot Q^\alpha\hat{\mathbf r},\qquad p_j=\sqrt{\tfrac{3}{4\pi}}\;\hat r_j , \tag{5} \]

with \(Q^\alpha\) real, symmetric, traceless, \(\mathrm{Tr}(Q^\alpha)^2=1\). Absorption and emission involve the p-orbital vectors

\[ \mathbf a=Q^\alpha\boldsymbol\varepsilon,\qquad \mathbf a'=Q^\beta\mathbf u . \tag{8} \]

Let \(R\) be the 2p–3d radial integral, \(w\) the detuning from L₃, \(\Gamma\) the core-hole half-width, \(\Delta_{23}\) the L₂–L₃ splitting, \(G_3=1/(w+i\Gamma)\), \(G_2=1/(w-\Delta_{23}+i\Gamma)\). For unmixed d orbitals and no crystal field on the core,

\[ A_{\beta\alpha}=\tfrac{2}{15}R^2\left[(2G_3+G_2)\,\mathbf a'\cdot\mathbf a-i(G_3-G_2)\,\boldsymbol\sigma\cdot(\mathbf a'\times\mathbf a)\right], \tag{11} \]

and with L₃ alone

\[ A_{\beta\alpha}=\tfrac2{15}R^2G_3\,O_{\beta\alpha},\qquad O_{\beta\alpha}=2\,\mathbf a'\cdot\mathbf a-i\,\boldsymbol\sigma\cdot(\mathbf a'\times\mathbf a). \tag{12} \]

From \(x^2-y^2\):

\[ O_{x^2-y^2}=u_x\varepsilon_x+u_y\varepsilon_y+\tfrac i2C_z\sigma_z . \tag{14} \]

\[ O_{xy}=-C_z+\tfrac i2(u_x\varepsilon_x+u_y\varepsilon_y)\sigma_z . \tag{15} \]

\[ O_{xz}=u_z\varepsilon_x-\tfrac i2\left[u_x(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y)-u_z\varepsilon_y\sigma_z\right], \tag{16} \]

\[ O_{yz}=-u_z\varepsilon_y-\tfrac i2\left[u_y(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y)-u_z\varepsilon_x\sigma_z\right]. \tag{17} \]

\[ O_{3z^2-r^2}=\tfrac1{\sqrt3}\left\{u_y\varepsilon_y-u_x\varepsilon_x-\tfrac i2\left[2u_z(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y)+(u_x\varepsilon_y+u_y\varepsilon_x)\sigma_z\right]\right\}. \tag{18} \]

With \(\varepsilon_-=\varepsilon_x-i\varepsilon_y\), their flip elements \(\langle\downarrow|O|\uparrow\rangle\) for spin along z are, in order,

\[ 0,\qquad 0,\qquad \tfrac12u_x\varepsilon_-,\qquad\tfrac12u_y\varepsilon_-,\qquad\tfrac1{\sqrt3}u_z\varepsilon_- . \tag{19} \]

The first zero is the selection rule: no pure flip of a spin along z. For spin along a unit vector \(\mathbf n\) at polar angle \(\theta\), the pure flip is

\[ |A_{\rm flip}|=\tfrac1{15}R^2|G_3|\,|C_z|\sin\theta . \tag{20} \]

For linear polarizations and any \(\beta\), with \(\mathbf c=\mathbf a'\times\mathbf a\),

\[ |O|^2_{\rm flip}=|\mathbf n\times\mathbf c|^2,\qquad |O|^2_{\rm nonflip}=4(\mathbf a'\cdot\mathbf a)^2+(\mathbf n\cdot\mathbf c)^2 . \tag{21} \]

At \(w=0\) the L₂ tail multiplies these flip intensities by \(\Delta_{23}^2/(\Delta_{23}^2+\Gamma^2)\).

### What the rule needs

A field on the core does not spoil it, provided the twofold rotation \(C_{2z}=e^{-i\pi j_z}\) survives. This operator gives \(-1\) on \(p_x,p_y\), \(-i\) on \(\uparrow\) and \(+i\) on \(\downarrow\). The states \(p_{x,y}\uparrow\) have eigenvalue \(+i\) and \(p_{x,y}\downarrow\) have \(-i\), and a resolvent that commutes with \(C_{2z}\) cannot join them. A core field with an xz element mixes \(p_x\) with \(p_z\) and breaks the symmetry; the program tests both cases and finds zero for the first and a finite flip for the second.

The rule does need the orbital. For \(\alpha=\beta\) with \(Q=\mathrm{diag}(q_1,q_2,q_3)\), (8) gives \(\mathbf a'\times\mathbf a=(q_2q_3C_x,\,q_3q_1C_y,\,q_1q_2C_z)\), so the spin term of (12) is

\[ -i\left(q_2q_3C_x\sigma_x+q_3q_1C_y\sigma_y+q_1q_2C_z\sigma_z\right). \tag{22} \]

Both transverse terms vanish only for \(q_3=0\), since \(q_1=q_2=0\) would force \(q_3=0\) and \(Q=0\). A \(3z^2-r^2\) hole has \(q_2q_3=-\frac13\), so \(K_\perp=\frac13\) and its largest flip element for linear polarizations is \(\frac2{15}\cdot\frac13=0.0444\) in units of \(R^2G_3\). An orthorhombic field that mixes \(3z^2-r^2\) into \(x^2-y^2\) makes \(q_3\neq0\) and opens a flip whose amplitude is of first order, and intensity of second order, in the mixing. Covalent mixing with ligand orbitals in D₄ₕ does not, because the hole keeps the symmetry used after (2).

### Spin–orbit coupling in the 3d shell

The vanishing of the flip for all polarizations is exact only for \(\zeta_{3d}=0\). By (4) the hole feels \(H'=-\frac12\zeta\,\mathbf l\cdot\boldsymbol\sigma\), \(\zeta\equiv\zeta_{3d}\). On the quadratic forms of (5), \(|x^2-y^2\rangle\leftrightarrow(x^2-y^2)/\sqrt2\) and \(|xy\rangle\leftrightarrow\sqrt2\,xy\). Then \(l_z=-i(x\partial_y-y\partial_x)\) gives \(4ixy/\sqrt2\), \(l_x=-i(y\partial_z-z\partial_y)\) gives \(-2iyz/\sqrt2\), and \(l_y=-i(z\partial_x-x\partial_z)\) gives \(-2ixz/\sqrt2\). Acting on \(|x^2-y^2\rangle\),

\[ l_z\to2i|xy\rangle,\qquad l_x\to-i|yz\rangle,\qquad l_y\to-i|xz\rangle . \tag{23} \]

There is no diagonal element, so there is no first-order shift; the doublet stays degenerate to all orders by Kramers' theorem, and the first-order coefficient of orbital \(\beta\) at hole energy \(\Delta_\beta\) is \(\langle\beta|H'|x^2-y^2\rangle/(0-\Delta_\beta)=(\zeta/2\Delta_\beta)\sum_k\langle\beta|l_k|x^2-y^2\rangle\sigma_k\). With \(\Delta_e\) the energy of xz and yz, \(\eta=\zeta/\Delta_e\), and \(\chi\) a spinor, the doublet is \(|x^2-y^2\rangle\chi+\sum_\beta|\beta\rangle c_\beta\chi\) with

\[ c_{xy}=i\frac{\zeta}{\Delta_{xy}}\sigma_z,\qquad c_{yz}=-\frac{i\eta}2\sigma_x,\qquad c_{xz}=-\frac{i\eta}2\sigma_y . \tag{24} \]

The admixed weights are \((\zeta/\Delta_{xy})^2\) and \(2(\eta/2)^2=\eta^2/2\). "Spin along z" now means the doublet state that grows out of \(\uparrow\). Writing 0 for \(x^2-y^2\), the first-order change of the L₃ operator is \(\sum_\beta(c_\beta^\dagger O_{\beta0}+O_{0\beta}c_\beta)\). The xy terms contain only 1 and \(\sigma_z\), by (15), and cannot flip. For the others, keep the parts proportional to \(\sigma_x\) and \(\sigma_y\); the products \(\sigma_x^2\), \(\sigma_y^2\), \(\sigma_x\sigma_y\) are diagonal. With \(\sigma_x\sigma_z=-i\sigma_y\) and \(\sigma_y\sigma_z=i\sigma_x\), (17) and (16) give

\[ \sigma_xO_{yz}\to-u_z\varepsilon_y\sigma_x+\tfrac12u_z\varepsilon_x\sigma_y,\qquad \sigma_yO_{xz}\to u_z\varepsilon_x\sigma_y-\tfrac12u_z\varepsilon_y\sigma_x . \tag{25} \]

Their sum is \(\frac32u_z(\varepsilon_x\sigma_y-\varepsilon_y\sigma_x)\), and the prefactor in \(c^\dagger\) is \(+i\eta/2\), so this contribution is \(\frac{3i\eta}4u_z(\varepsilon_x\sigma_y-\varepsilon_y\sigma_x)\). For real polarizations (12) shows \(O_{0\beta}(\mathbf u,\boldsymbol\varepsilon)=O_{\beta0}(\boldsymbol\varepsilon,\mathbf u)^\dagger\), because exchanging \(\mathbf a\) and \(\mathbf a'\) reverses the cross product and conjugation reverses \(i\). The other contribution is therefore the adjoint with \(\mathbf u\) and \(\boldsymbol\varepsilon\) exchanged, \(-\frac{3i\eta}4\varepsilon_z(u_x\sigma_y-u_y\sigma_x)\), and being bilinear it extends to complex polarizations. The coefficient of \(\sigma_x\) in the total is \(u_y\varepsilon_z-u_z\varepsilon_y=C_x\) and that of \(\sigma_y\) is \(u_z\varepsilon_x-u_x\varepsilon_z=C_y\):

\[ O_{\rm flip}=i\kappa\,(C_x\sigma_x+C_y\sigma_y),\qquad \kappa=\frac{3\zeta}{4\Delta_e}+O(\zeta^2). \tag{26} \]

This is the \(K_\perp\) term of (2), so its form holds to all orders in \(\zeta\) and only \(\kappa\) is perturbative. For linear polarizations the flip intensity is \(|i\kappa(C_x+iC_y)|^2=\kappa^2(C_x^2+C_y^2)\), and it stays exactly zero when both polarizations lie in the plane. Relative to the allowed flip \(\frac14C_z^2\) of an in-plane spin at \(\zeta=0\), at equal size of the relevant components of \(\mathbf C\), it is \((2\kappa)^2\).

### Worked example

Take the round model values \(\Delta_{xy}=1.5\) eV, \(\Delta_e=2.0\) eV, \(\Delta_{3z^2-r^2}=2.5\) eV, \(\Gamma=0.4\) eV, and, of the rough size found in copper, \(\Delta_{23}=20\) eV and \(\zeta=0.1\) eV. The scattering plane is xz. The beam comes in at 30° to the xy plane and is scattered through 150°, so it leaves at 120° from the x axis. The polarizations are \(\sigma=\sigma'=\hat{\mathbf y}\), \(\pi=(0.5,0,0.866)\) and \(\pi'=(0.866,0,0.5)\). Intensities are \(|O|^2\) summed over \(\sigma'\) and \(\pi'\), at \(w=0\), in units of \(I_0=(2/15)^2R^4/\Gamma^2=0.1111\,R^4/\mathrm{eV}^2\). The numerical check obtains them in the electron picture, from 15-electron determinants, and tests (11) and (14) to (21) against that calculation.

For \(\sigma\) incidence and \(\zeta=0\), (14) gives \(O=1\) for \(\sigma'\), and \(O=\frac i2(0.866)\sigma_z\) for \(\pi'\), with \(|O|^2=0.75/4=0.1875\). For spin along z both terms are non-flip, with total 1.1875; for spin along x the second is a flip. Equation (15) gives \(\frac i2\sigma_z\) for \(\sigma'\) (0.25) and \(-0.866\) for \(\pi'\) (0.75). Equation (16) gives nothing for \(\sigma'\) and \(-\frac i2(0.866\,\sigma_x-0.5\,\sigma_z)\) for \(\pi'\), with parts 0.1875 and 0.0625 that trade roles when the spin turns from z to x. Equation (17) gives \(-\frac i2\sigma_x\) for \(\sigma'\) (0.25) and \(-0.5\) for \(\pi'\) (0.25). Equation (18) gives \(1/\sqrt3\) for \(\sigma'\), and for \(\pi'\) a \(\sigma_x\) part \(1/12=0.0833\) and a \(\sigma_z\) part \(0.75/12=0.0625\), so that non-flip along z is \(\frac13+0.0625=0.3958\). For \(\pi\) incidence (14) gives \((0.866\times0.5)^2=0.1875\) for \(\pi'\) and, with \(C_z=-0.5\), \(0.25/4=0.0625\) for \(\sigma'\). In the table, n and f mean non-flip and flip, with the spin direction in brackets.

| in, final | n (z) | f (z) | n (x) | f (x) |
|---|---|---|---|---|
| σ, x²−y² | 1.1875 | 0 | 1.0000 | 0.1875 |
| σ, xy | 1.0000 | 0 | 0.7500 | 0.2500 |
| σ, xz | 0.0625 | 0.1875 | 0.1875 | 0.0625 |
| σ, yz | 0.2500 | 0.2500 | 0.5000 | 0 |
| σ, 3z²−r² | 0.3958 | 0.0833 | 0.4167 | 0.0625 |
| π, x²−y² | 0.2500 | 0 | 0.1875 | 0.0625 |
| π, xy | 0.2969 | 0 | 0.2500 | 0.0469 |
| π, xz | 0.0625 | 0.0469 | 0.0625 | 0.0469 |
| π, yz | 0.0156 | 0.0625 | 0 | 0.0781 |
| π, 3z²−r² | 0.0833 | 0.0208 | 0.0625 | 0.0417 |

In each row n + f is the same for both spin directions, as (21) requires. The two zeros in the yz rows are not selection rules of the kind (19). For \(\sigma\) incidence (17) happens to contain only 1 and \(\sigma_x\), and for \(\pi\) incidence (\(\varepsilon_y=0\)) only \(\sigma_y\) and \(\sigma_z\), so these zeros move with the spin azimuth. The pure spin flip appears only in the crossed channels \(\sigma\pi'\) and \(\pi\sigma'\). By (20) it grows as \(0.1875\sin^2\theta\) for \(\sigma\) incidence, giving 0.0469 at 30° and 0.1406 at 60°. The L₂ tail multiplies these \(\zeta=0\) flip intensities by \(20^2/(20^2+0.4^2)=0.9996\).

With \(\zeta=0.1\) eV, \(\eta=0.05\) and \(\zeta/\Delta_{xy}=0.0667\). The first-order weights are \(0.0667^2=0.0044\) for xy and \(0.05^2/2=0.00125\) for xz and yz together; diagonalization of the 3d⁹ states gives 0.0042 and 0.0011, with 0.995 left in \(x^2-y^2\). Equation (26) gives \(\kappa=0.75\times0.05=0.0375\), and diagonalization gives 0.0379, higher by 1.1% of the first-order value. At \(\zeta=0.01\) and 0.005 eV the same relative deviation has the size 0.00236 and 0.00121, nearly linear in \(\zeta\) as (26) implies. Scaling the value at 0.005 eV in proportion to \(\zeta\) would give 2.4% at 0.1 eV, about twice what is found, so at 0.1 eV the deviation is no longer linear in \(\zeta\).

For spin along z and \(\sigma\) incidence, only \(\pi'\) contributes, with \(C_x=-u_z\varepsilon_y=-0.5\) and \(C_x^2=0.25\). For \(\pi\) incidence, \(\sigma'\) gives \(C_x=0.866\) and \(\pi'\) gives \(C_y=0.5\times0.5-0.866\times0.866=-0.5\), so that \(C_x^2+C_y^2\) sums to \(0.75+0.25=1\). With \(\kappa^2=0.00144\) from the diagonalization, the residual flips are \(0.00036\,I_0\) and \(0.00144\,I_0\). Relative to the allowed flips of an in-plane spin at \(\zeta=0\) in the same geometry, 0.1875 and 0.0625, they are about 0.2% and 2%; at equal \(|\mathbf C|\) the ratio \((2\kappa)^2\) is about 0.6%. These denominators, like the table, belong to \(\zeta=0\), and the allowed flip itself changes in first order of \(\zeta\): by (15) and (24), \(c_{xy}^\dagger O_{xy}\) contains \(i(\zeta/\Delta_{xy})C_z\sigma_z\), the second xy term adds the same, and \(K_\parallel=\frac12+2\zeta/\Delta_{xy}=0.633\) to first order, 0.605 by diagonalization. At \(\zeta=0.1\) eV the flips for spin along x are therefore 0.275 and 0.092, the two ratios taken at the same \(\zeta\) are 0.13% and 1.6%, and \((\kappa/K_\parallel)^2\) is 0.4%. The \(\pi\) case is the larger because a grazing \(\pi\) beam is polarized mostly along z, which weakens the allowed flip and feeds the residual one. A quarter of that residual intensity lies in the \(\pi\pi'\) channel, where \(C_z=0\) and (20) vanishes for every spin direction.

## Computed results

```
Dxy=1.5 eV, De=2.0 eV, Dz2=2.5 eV
D23=20.0 eV, zeta2p=13.3333 eV, Gam=0.4 eV, zeta3d=0.1 eV
angles: in 30, out 120, scattering 150 deg
pi_in = [0.5   0.    0.866]  pi_out = [0.866 0.    0.5  ]  sigma = y
<px|x|x2-y2> angular = 0.4472
I0 = (2/15)^2/Gam^2 = 0.1111 R^4/eV^2
max flip tensor, spin z, R^2 G3: x2-y2 below 1e-12: True; 3z2-r2 0.0444
intensity/I0, zeta3d=0: nonflip(z) flip(z) nonflip(x) flip(x)
sigma -> x2-y2  1.1875 0.0000 1.0000 0.1875
sigma -> xy     1.0000 0.0000 0.7500 0.2500
sigma -> xz     0.0625 0.1875 0.1875 0.0625
sigma -> yz     0.2500 0.2500 0.5000 0.0000
sigma -> 3z2-r2 0.3958 0.0833 0.4167 0.0625
pi    -> x2-y2  0.2500 0.0000 0.1875 0.0625
pi    -> xy     0.2969 0.0000 0.2500 0.0469
pi    -> xz     0.0625 0.0469 0.0625 0.0469
pi    -> yz     0.0156 0.0625 0.0000 0.0781
pi    -> 3z2-r2 0.0833 0.0208 0.0625 0.0417
x2-y2 flip/I0, sigma in, spin angle 0 deg: 0.0000
x2-y2 flip/I0, sigma in, spin angle 30 deg: 0.0469
x2-y2 flip/I0, sigma in, spin angle 60 deg: 0.1406
x2-y2 flip/I0, sigma in, spin angle 90 deg: 0.1875
flip intensity (L3+L2)/(L3 only) at w=0: 0.99960
eta = zeta3d/De = 0.0500, zeta3d/Dxy = 0.0667
kappa first order 0.03750, exact 0.03793
kappa relative error of first order at zeta3d=0.01, 0.005 eV: 0.00236, 0.00121
weight xy: first order 0.00444, exact 0.00416
weight xz+yz: first order 0.00125, exact 0.00113; x2-y2 0.99470
sigma in, spin z, flip/I0: geometry 0.2500, first order 0.000352, exact 0.000360
sigma in, ratio to in-plane-spin flip (zeta3d=0): 0.00192
pi in, spin z, flip/I0: geometry 1.0000, first order 0.001406, exact 0.001438
pi in, ratio to in-plane-spin flip (zeta3d=0): 0.02301
(2 kappa)^2 = ratio at equal |C|: first order 0.00563, exact 0.00575
```
